# Hellmann-Feynman forces at fractional occupation and the Mermin free energy: verification in Python

```python
"""
Result under test: for a self-consistent mean-field system with Fermi-Dirac
occupations, the Hellmann-Feynman force on an ion,
    F = -integral n(x) dv_ion(x)/dR dx - dE_ion/dR,
equals -dA/dR at fixed electron number N and fixed temperature, A = E - T S.
Here n is the electron density, v_ion the potential of the ions, E_ion the
ion-ion repulsion, E the total energy, S the entropy of the occupations f_i
(between 0 and 1, two electrons per full level), and T means k_B T.
Model: electrons and unit-charge ions on a ring, softened Coulomb interaction
in the chord distance, Hartree field plus a model local exchange energy
-C * integral n^(3/2) dx. Hartree atomic units. The grid basis is fixed.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq, newton
from scipy.special import entr, expit

LENGTH, N_GRID, N_IONS = 24.0, 80, 8
SOFTENING, C_EXCHANGE, TEMPERATURE = 1.0, 0.2, 0.01
DISPLACEMENT = 0.5
STEP = 0.02          # ion displacement used in finite differences
TOL = 5e-7           # covers finite-difference and self-consistency errors

dx = LENGTH / N_GRID
grid = dx * np.arange(N_GRID)
sites = LENGTH / N_IONS * np.arange(N_IONS)


def coulomb(x):
    chord = LENGTH / np.pi * np.sin(np.pi * x / LENGTH)
    return 1.0 / np.sqrt(SOFTENING**2 + chord**2)


def coulomb_slope(x):
    return (-LENGTH / (2 * np.pi) * np.sin(2 * np.pi * x / LENGTH)
            * coulomb(x)**3)


wave_numbers = 2 * np.pi * np.fft.fftfreq(N_GRID, d=dx)
kinetic = np.fft.ifft(0.5 * wave_numbers[:, None]**2
                      * np.fft.fft(np.eye(N_GRID), axis=0), axis=0).real
kinetic = 0.5 * (kinetic + kinetic.T)
repulsion = coulomb(grid[:, None] - grid[None, :])


def mean_field(density):
    return (dx * repulsion @ density
            - 1.5 * C_EXCHANGE * np.sqrt(density))


def solve(ions, n_electrons=8.0, frozen=None, guess=None):
    """Self-consistent state; thermal occupations unless frozen is given."""
    v_ion = -coulomb(grid[:, None] - ions[None, :]).sum(axis=1)
    if guess is None:
        field = mean_field(np.full(N_GRID, n_electrons / LENGTH))
    else:
        field = guess.copy()
    fields, residuals = [], []
    for _ in range(300):
        levels, vectors = eigh(kinetic + np.diag(v_ion + field))
        if frozen is None:
            mu = brentq(lambda m: 2 * expit((m - levels) / TEMPERATURE).sum()
                        - n_electrons, levels[0] - 1, levels[-1] + 1,
                        xtol=1e-14)
            occ = expit((mu - levels) / TEMPERATURE)
        else:
            mu, occ = np.nan, frozen
        density = 2 * (vectors**2 @ occ) / dx
        residual = mean_field(density) - field
        if np.abs(residual).max() < 2e-11:
            break
        fields = (fields + [field])[-7:]
        residuals = (residuals + [residual])[-7:]
        new_field = field + 0.3 * residual
        if len(fields) > 1:       # Anderson mixing
            d_field = np.array([a - field for a in fields[:-1]]).T
            d_res = np.array([a - residual for a in residuals[:-1]]).T
            weights = np.linalg.lstsq(d_res, -residual, rcond=None)[0]
            new_field = new_field + (d_field + 0.3 * d_res) @ weights
        field = new_field
    else:
        raise RuntimeError("self-consistency not reached")
    e_kin = 2 * occ @ levels - dx * (v_ion + field) @ density
    e_ion = sum(coulomb(ions[a] - ions[b])
                for a in range(len(ions)) for b in range(a))
    energy = (e_kin + dx * v_ion @ density
              + 0.5 * dx**2 * density @ repulsion @ density
              - C_EXCHANGE * dx * (density**1.5).sum() + e_ion)
    level_entropy = 2 * (entr(occ) + entr(1 - occ))
    ts = TEMPERATURE * level_entropy.sum()
    return SimpleNamespace(levels=levels, occ=occ, mu=mu, density=density,
                           field=field, energy=energy, ts=ts,
                           level_ts=TEMPERATURE * level_entropy,
                           free=energy - ts, number=2 * occ.sum())


def force_parts(state, ions):
    """Hellmann-Feynman force on ion 0: electronic part, ionic part."""
    electronic = -dx * state.density @ coulomb_slope(grid - ions[0])
    ionic = -coulomb_slope(ions[0] - ions[1:]).sum()
    return electronic, ionic


def moved(ions, shift):
    result = ions.copy()
    result[0] += shift
    return result


def derivative(values, step):
    """Five-point derivative from values at -2, -1, +1, +2 steps."""
    return (values[0] - 8 * values[1] + 8 * values[2] - values[3]) / (12 * step)


OFFSETS = (-2, -1, 1, 2)

# Main case: one ion displaced, thermal occupations, fixed electron number
ions = moved(sites, DISPLACEMENT)
base = solve(ions)
f_el, f_ion = force_parts(base, ions)
force = f_el + f_ion
near = [solve(moved(ions, k * STEP), guess=base.field) for k in OFFSETS]
dA = derivative([s.free for s in near], STEP)
dE = derivative([s.energy for s in near], STEP)
dTS = derivative([s.ts for s in near], STEP)
d_occ = derivative([s.occ for s in near], STEP)
d_level_ts = derivative([s.level_ts for s in near], STEP)
occupation_term = 2 * base.levels @ d_occ
assert abs(force + dA) < TOL
assert abs(dTS - occupation_term) < TOL
assert np.abs(d_level_ts - 2 * (base.levels - base.mu) * d_occ).max() < TOL
assert abs(dE + force - occupation_term) < TOL
assert abs(dE + force) > 1e-4      # the energy gradient is a different number

# Frozen occupations: the energy gradient is then minus the force
frozen_states = [solve(moved(ions, k * STEP), frozen=base.occ,
                       guess=base.field) for k in OFFSETS]
dE_frozen = derivative([s.energy for s in frozen_states], STEP)
assert abs(dE_frozen + force) < TOL

# Energy derivative with respect to one occupation, orbitals relaxed
janak = []
for level in (3, 4):
    energies = []
    for k in OFFSETS:
        changed = base.occ.copy()
        changed[level] += 0.01 * k
        energies.append(solve(ions, frozen=changed, guess=base.field).energy)
    janak.append(derivative(energies, 0.01))
    assert abs(janak[-1] - 2 * base.levels[level]) < TOL

# Work of the force along a finite path against free-energy difference
start = solve(sites)
nodes, weights = np.polynomial.legendre.leggauss(10)
work = 0.0
for node, weight in zip(nodes, weights):
    point = moved(sites, 0.5 * DISPLACEMENT * (node + 1))
    work += 0.5 * DISPLACEMENT * weight * sum(force_parts(solve(point), point))
change_free = base.free - start.free
change_energy = base.energy - start.energy
assert abs(work + change_free) < TOL


# Fixed chemical potential: electron number adjusts to each ion position
def solve_at_mu(positions, mu):
    number = newton(lambda n: solve(positions, n, guess=base.field).mu - mu,
                    8.0, x1=8.01, tol=1e-9)
    return solve(positions, number, guess=base.field)


open_states = [solve_at_mu(moved(ions, k * STEP), base.mu) for k in OFFSETS]
dA_mu = derivative([s.free for s in open_states], STEP)
dN_mu = derivative([s.number for s in open_states], STEP)
dOmega = derivative([s.free - base.mu * s.number for s in open_states], STEP)
assert abs(dOmega + force) < TOL

# Exactly degenerate, half-filled pair with a force not zero by symmetry
PAIR_SHIFT = 0.4
paired = sites.copy()
paired[::2] += PAIR_SHIFT
deg = solve(paired, 4.0)
deg_force = sum(force_parts(deg, paired))
deg_near = [solve(moved(paired, k * STEP), 4.0, guess=deg.field)
            for k in OFFSETS]
deg_dA = derivative([s.free for s in deg_near], STEP)
deg_gap = deg.levels[2] - deg.levels[1]
slope_left = (deg.levels[1] - deg_near[1].levels[1]) / STEP
slope_right = (deg_near[2].levels[1] - deg.levels[1]) / STEP
assert deg_gap < 1e-8
assert abs(slope_left - slope_right) > 1e-3
assert abs(deg_force) > 1e-4
assert abs(deg_force + deg_dA) < TOL

hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10
to_ev_angstrom = hartree_ev / bohr_angstrom

print("INPUT (Ha = hartree)")
print(f"ring length {LENGTH:.1f} bohr, ions {N_IONS}, grid points {N_GRID}")
print(f"softening {SOFTENING:.1f} bohr, exchange constant {C_EXCHANGE:.1f} a.u.")
print(f"k_B T = {TEMPERATURE:.3f} Ha, ion displacement {DISPLACEMENT:.2f} bohr")
print(f"finite-difference step {STEP:.3f} bohr")
print("EQUALLY SPACED RING, 8 electrons")
print(f"levels 4, 5: {start.levels[3]:.6f}, {start.levels[4]:.6f} Ha")
print(f"occupations 4, 5: {start.occ[3]:.5f}, {start.occ[4]:.5f}")
print("DISPLACED ION, 8 electrons")
print(f"chemical potential mu = {base.mu:.6f} Ha")
print(f"E = {base.energy:.7f} Ha")
print(f"T S = {base.ts:.7f} Ha")
print(f"A = {base.free:.7f} Ha")
print("level: eps [Ha], f, f' [1/bohr], 2 eps f', T S_i' [Ha/bohr]")
for i in range(8):
    print(f"{i + 1}: {base.levels[i]:.6f} {base.occ[i]:.6f} {d_occ[i]:+.6f} "
          f"{2 * base.levels[i] * d_occ[i]:+.6f} {d_level_ts[i]:+.6f}")
print(f"sum over all levels of 2 eps f' = {occupation_term:+.7f} Ha/bohr")
print(f"T dS/dR from total entropy = {dTS:+.7f} Ha/bohr")
print("FORCE ON THE DISPLACED ION")
print(f"electronic part = {f_el:+.7f} Ha/bohr")
print(f"ionic part = {f_ion:+.7f} Ha/bohr")
print(f"Hellmann-Feynman F = {force:+.7f} Ha/bohr")
print(f"F converted = {force * to_ev_angstrom:+.5f} eV/angstrom")
print(f"-dA/dR at fixed N = {-dA:+.7f} Ha/bohr")
print(f"|F + dA/dR| = {abs(force + dA):.1e} Ha/bohr")
print(f"-dE/dR at fixed N = {-dE:+.7f} Ha/bohr")
print(f"-dE/dR converted = {-dE * to_ev_angstrom:+.5f} eV/angstrom")
print(f"-dE/dR, frozen occupations = {-dE_frozen:+.7f} Ha/bohr")
print(f"dE/df for levels 4, 5: {janak[0]:.6f}, {janak[1]:.6f} Ha")
print("PATH FROM THE EQUALLY SPACED RING TO THE DISPLACED ION")
print(f"work of F = {work:+.7f} Ha")
print(f"change of A = {change_free:+.7f} Ha")
print(f"change of E = {change_energy:+.7f} Ha")
print("FIXED CHEMICAL POTENTIAL")
print(f"dN/dR = {dN_mu:+.6f} 1/bohr")
print(f"-dA/dR = {-dA_mu:+.7f} Ha/bohr")
print(f"-d(A - mu N)/dR = {-dOmega:+.7f} Ha/bohr")
print(f"DEGENERATE PAIR: 4 electrons, alternate ions shifted {PAIR_SHIFT} bohr")
print(f"gap of levels 2, 3 = {deg_gap:.1e} Ha")
print(f"occupations 2, 3: {deg.occ[1]:.5f}, {deg.occ[2]:.5f}")
print(f"slope of level 2, left = {slope_left:+.5f} Ha/bohr")
print(f"slope of level 2, right = {slope_right:+.5f} Ha/bohr")
print(f"F = {deg_force:+.7f} Ha/bohr")
print(f"-dA/dR = {-deg_dA:+.7f} Ha/bohr")
print("every check passed")
```

Printed output:

```
INPUT (Ha = hartree)
ring length 24.0 bohr, ions 8, grid points 80
softening 1.0 bohr, exchange constant 0.2 a.u.
k_B T = 0.010 Ha, ion displacement 0.50 bohr
finite-difference step 0.020 bohr
EQUALLY SPACED RING, 8 electrons
levels 4, 5: -0.041712, -0.041712 Ha
occupations 4, 5: 0.50004, 0.50004
DISPLACED ION, 8 electrons
chemical potential mu = -0.041518 Ha
E = -3.9629906 Ha
T S = 0.0257711 Ha
A = -3.9887617 Ha
level: eps [Ha], f, f' [1/bohr], 2 eps f', T S_i' [Ha/bohr]
1: -0.179318 0.999999 +0.000001 -0.000000 -0.000000
2: -0.150066 0.999981 +0.000029 -0.000009 -0.000006
3: -0.137932 0.999935 -0.000057 +0.000016 +0.000011
4: -0.047964 0.655802 +0.288789 -0.027703 -0.003723
5: -0.035075 0.344284 -0.288762 +0.020257 -0.003721
6: 0.117105 0.000000 +0.000000 +0.000000 +0.000000
7: 0.136949 0.000000 -0.000000 -0.000000 -0.000000
8: 0.308692 0.000000 -0.000000 -0.000000 -0.000000
sum over all levels of 2 eps f' = -0.0074396 Ha/bohr
T dS/dR from total entropy = -0.0074396 Ha/bohr
FORCE ON THE DISPLACED ION
electronic part = +0.0888998 Ha/bohr
ionic part = -0.0685950 Ha/bohr
Hellmann-Feynman F = +0.0203048 Ha/bohr
F converted = +1.04412 eV/angstrom
-dA/dR at fixed N = +0.0203048 Ha/bohr
|F + dA/dR| = 9.3e-11 Ha/bohr
-dE/dR at fixed N = +0.0277444 Ha/bohr
-dE/dR converted = +1.42668 eV/angstrom
-dE/dR, frozen occupations = +0.0203048 Ha/bohr
dE/df for levels 4, 5: -0.095929, -0.070151 Ha
PATH FROM THE EQUALLY SPACED RING TO THE DISPLACED ION
work of F = +0.0056058 Ha
change of A = -0.0056058 Ha
change of E = -0.0075782 Ha
FIXED CHEMICAL POTENTIAL
dN/dR = -0.002801 1/bohr
-dA/dR = +0.0201885 Ha/bohr
-d(A - mu N)/dR = +0.0203048 Ha/bohr
DEGENERATE PAIR: 4 electrons, alternate ions shifted 0.4 bohr
gap of levels 2, 3 = 5.2e-14 Ha
occupations 2, 3: 0.51740, 0.51740
slope of level 2, left = -0.00142 Ha/bohr
slope of level 2, right = -0.01436 Ha/bohr
F = -0.0075782 Ha/bohr
-dA/dR = -0.0075782 Ha/bohr
every check passed
```
